# Peak switching current in the KAI law and its n = 1 limit: verification in Python

```python
"""
Result under test: for the KAI switched fraction
    c(t) = 1 - exp(-(t/t0)^n),   current density j = 2 P dc/dt,
the current has one maximum for n > 1, at t_m = t0 (1 - 1/n)^(1/n).
For n = 1 it decays from t = 0 and has no stationary maximum.
t: time after the field step, t0: switching time, n: KAI exponent,
P: polarization magnitude before and after reversal.
Peaks are found from numerical derivatives of c(t), and the cases n = 1
and n = 2 are also simulated from random nuclei and moving walls.
"""
import numpy as np
import mpmath as mp

mp.mp.dps = 30
t0 = mp.mpf(2)                # microseconds
P = mp.mpf("0.25")            # C/m^2
TO_KA = 1000                  # C/(m^2 microsecond) to kA/m^2
j_scale = 2 * P / t0 * TO_KA  # kA/m^2


def switched(t, n):
    return 1 - mp.exp(-(t / t0) ** n)


def current(t, n):
    """Current density in kA/m^2 by numerical differentiation of c(t)."""
    direction = 1 if t == 0 else 0
    return 2 * P * TO_KA * mp.diff(lambda s: switched(s, n), t, 1,
                                   direction=direction)


def curvature(t, n):
    """Numerical second derivative of c(t), proportional to dj/dt."""
    direction = 1 if t == 0 else 0
    return mp.diff(lambda s: switched(s, n), t, 2, direction=direction)


def numerical_peak(n):
    """Bisection for the sign change of dj/dt."""
    low, high = t0 * mp.mpf("1e-7"), t0 * mp.mpf("1.1")
    assert curvature(low, n) > 0 and curvature(high, n) < 0
    for _ in range(70):
        middle = (low + high) / 2
        if curvature(middle, n) > 0:
            low = middle
        else:
            high = middle
    return (low + high) / 2


def formula_peak(n):
    return t0 * (1 - 1 / n) ** (1 / n)


print(f"switching time t0 = {float(t0):.2f} microseconds")
print(f"polarization P = {float(P):.2f} C/m^2")
print(f"current scale 2P/t0 = {float(j_scale):.1f} kA/m^2")

# Peak position, uniqueness, height and switched fraction
scan = [t0 * mp.mpf(float(x)) for x in np.geomspace(1e-5, 2.0, 80)]
print("Peaks found numerically; formula time beside them")
print("n | t_m num (us) | t_m formula (us) | t_m/t0 | c_m | j_m (kA/m^2)")
for label in ["1.001", "1.01", "1.1", "1.5", "2", "3", "4"]:
    n = mp.mpf(label)
    t_peak = numerical_peak(n)
    assert abs(t_peak / formula_peak(n) - 1) < mp.mpf("1e-12")
    signs = [curvature(t, n) > 0 for t in scan]
    changes = sum(a != b for a, b in zip(signs, signs[1:]))
    assert changes == 1 and signs[0] and not signs[-1]
    q = 1 - 1 / n
    c_peak = switched(t_peak, n)
    j_peak = current(t_peak, n)
    assert abs(c_peak - (1 - mp.exp(-q))) < mp.mpf("1e-12")
    assert abs(j_peak / (j_scale * n * q ** q * mp.exp(-q)) - 1) < 1e-12
    assert abs(1 / (1 + mp.log(1 - c_peak)) - n) < mp.mpf("1e-10")
    print(f"{label} | {float(t_peak):.6f} | {float(formula_peak(n)):.6f}"
          f" | {float(t_peak / t0):.6f} | {float(c_peak):.6f}"
          f" | {float(j_peak):.3f}")

# No stationary point for n = 1 or below; endpoint values at n = 1
one = mp.mpf(1)
for n in [mp.mpf("0.8"), one]:
    assert all(curvature(t, n) < 0 for t in scan)
small = [current(t0 * mp.mpf(s), mp.mpf("0.8")) for s in ("1e-6", "1e-11")]
assert abs(small[1] / small[0] - 10) < 0.01   # t^(n-1) growth toward t = 0
j_start = current(mp.mpf(0), one)
slope_start = 2 * P * TO_KA * curvature(mp.mpf(0), one)
assert abs(j_start / j_scale - 1) < mp.mpf("1e-12")
assert abs(slope_start / (-j_scale / t0) - 1) < mp.mpf("1e-12")
for n in [mp.mpf("1.5"), mp.mpf(2)]:
    assert abs(current(mp.mpf(0), n)) < mp.mpf("1e-8")
print(f"n=1: j(0) = {float(j_start):.3f} kA/m^2")
print(f"n=1: dj/dt at 0 = {float(slope_start):.3f} kA/(m^2 us)")

# Approach to n = 1 from above
print("Limit: e = n-1 | t_m/(t0 e) | (1 - j_m t0/2P)/(e ln(1/e))")
previous = mp.inf
for label in ["0.01", "0.001", "0.0001"]:
    e = mp.mpf(label)
    t_peak = numerical_peak(1 + e)
    time_ratio = t_peak / (t0 * e)
    drop = 1 - current(t_peak, 1 + e) / j_scale
    drop_ratio = drop / (e * mp.log(1 / e))
    assert abs(time_ratio - 1) < 2 * e * mp.log(1 / e)
    assert abs(time_ratio - 1) < previous
    assert abs(drop_ratio - 1) < 5 * e * mp.log(1 / e)
    previous = abs(time_ratio - 1)
    print(f"{label} | {float(time_ratio):.6f} | {float(drop_ratio):.6f}")

t_fixed = t0 / 2
fixed = [current(t_fixed, mp.mpf(s)) for s in ("1", "1.001", "1.01", "1.1")]
gaps_to_one = [abs(j - fixed[0]) for j in fixed[1:]]
assert gaps_to_one[0] < gaps_to_one[1] < gaps_to_one[2]
assert gaps_to_one[0] < 0.002 * j_scale
print(f"Current at fixed t = {float(t_fixed):.2f} us:")
for label, j in zip(("1", "1.001", "1.01", "1.1"), fixed):
    print(f"  n={label}: {float(j):.3f} kA/m^2")

# One dimension, all nuclei present at t = 0: expected n = 1
rng = np.random.default_rng(12345)
density, speed = 0.5, 0.5     # per length unit, length unit per microsecond
count = 400000
length = count / density
sites = np.sort(rng.uniform(0, length, count))
gaps = np.diff(np.append(sites, sites[0] + length))
t0_sites = 1 / (2 * density * speed)
print(f"Nuclei at start: density {density}, speed {speed}, "
      f"t0 = {t0_sites:.2f} us")
print("t/t0 | unswitched sim | walls left sim | exp(-t/t0)")
for x in [0.25, 0.5, 1.0, 2.0]:
    closed = 2 * speed * x * t0_sites
    unswitched = np.maximum(gaps - closed, 0).sum() / length
    walls_left = np.mean(gaps > closed)
    assert abs(unswitched - np.exp(-x)) < 0.01   # sampling noise
    assert abs(walls_left - np.exp(-x)) < 0.01
    print(f"{x:.2f} | {unswitched:.4f} | {walls_left:.4f} | {np.exp(-x):.4f}")

# One dimension, steady random nucleation: expected n = 2
rate, length = 0.5, 200000.0  # per length unit and microsecond; length unit
t0_steady = 1 / np.sqrt(rate * speed)
duration = 4 * t0_steady
events = rng.poisson(rate * length * duration)
place = np.sort(rng.uniform(0, length, events))
birth = rng.uniform(0, duration, events)
from_left = np.minimum.accumulate(birth - place / speed)
from_right = np.minimum.accumulate((birth + place / speed)[::-1])[::-1]
points = np.arange(20.0, length - 20.0, 0.2)
index = np.searchsorted(place, points)
arrival = np.minimum(from_left[index - 1] + points / speed,
                     from_right[index] - points / speed) / t0_steady
print(f"Steady nucleation: rate {rate}, speed {speed}, "
      f"t0 = {t0_steady:.2f} us")
print("t/t0 | unswitched sim | exp(-(t/t0)^2)")
for x in [0.25, 0.5, 1.0, 1.5]:
    unswitched = np.mean(arrival > x)
    assert abs(unswitched - np.exp(-x * x)) < 0.01
    print(f"{x:.2f} | {unswitched:.4f} | {np.exp(-x * x):.4f}")

edges = np.linspace(0.3, 1.1, 17)
histogram = np.histogram(arrival, edges)[0] / (arrival.size * 0.05)
centres = (edges[1:] + edges[:-1]) / 2
smooth = np.polyfit(centres, histogram, 3)
fine = np.linspace(0.3, 1.1, 8001)
simulated_peak = fine[np.argmax(np.polyval(smooth, fine))]
# The broad maximum and finite sample limit this position to a few percent.
assert abs(simulated_peak - float(formula_peak(mp.mpf(2)) / t0)) < 0.04
early_rate = np.mean(arrival < 0.05) / 0.05
assert early_rate < 0.1 * histogram.max()
print(f"simulated peak t_m/t0 = {simulated_peak:.3f}")
print(f"simulated mean t0 dc/dt for t < 0.05 t0 = {early_rate:.3f}")

print("all good")
```

Printed output:

```
switching time t0 = 2.00 microseconds
polarization P = 0.25 C/m^2
current scale 2P/t0 = 250.0 kA/m^2
Peaks found numerically; formula time beside them
n | t_m num (us) | t_m formula (us) | t_m/t0 | c_m | j_m (kA/m^2)
1.001 | 0.002012 | 0.002012 | 0.001006 | 0.000999 | 248.281
1.01 | 0.020728 | 0.020728 | 0.010364 | 0.009852 | 238.845
1.1 | 0.226105 | 0.226105 | 0.113052 | 0.086899 | 201.920
1.5 | 0.961500 | 0.961500 | 0.480750 | 0.283469 | 186.306
2 | 1.414214 | 1.414214 | 0.707107 | 0.393469 | 214.441
3 | 1.747161 | 1.747161 | 0.873580 | 0.486583 | 293.858
4 | 1.861210 | 1.861210 | 0.930605 | 0.527633 | 380.693
n=1: j(0) = 250.000 kA/m^2
n=1: dj/dt at 0 = -125.000 kA/(m^2 us)
Limit: e = n-1 | t_m/(t0 e) | (1 - j_m t0/2P)/(e ln(1/e))
0.01 | 1.036390 | 0.968886
0.001 | 1.005920 | 0.995634
0.0001 | 1.000821 | 0.999445
Current at fixed t = 1.00 us:
  n=1: 151.633 kA/m^2
  n=1.001: 151.732 kA/m^2
  n=1.01: 152.617 kA/m^2
  n=1.1: 160.925 kA/m^2
Nuclei at start: density 0.5, speed 0.5, t0 = 2.00 us
t/t0 | unswitched sim | walls left sim | exp(-t/t0)
0.25 | 0.7788 | 0.7794 | 0.7788
0.50 | 0.6062 | 0.6072 | 0.6065
1.00 | 0.3672 | 0.3685 | 0.3679
2.00 | 0.1346 | 0.1348 | 0.1353
Steady nucleation: rate 0.5, speed 0.5, t0 = 2.00 us
t/t0 | unswitched sim | exp(-(t/t0)^2)
0.25 | 0.9387 | 0.9394
0.50 | 0.7775 | 0.7788
1.00 | 0.3675 | 0.3679
1.50 | 0.1056 | 0.1054
simulated peak t_m/t0 = 0.705
simulated mean t0 dc/dt for t < 0.05 t0 = 0.052
all good
```
